# Linear Radiative Friction Between Parallel Plates from the Doppler Shift

## Form of the answer

Two parallel plates face each other across a vacuum gap $d$. Plate 2 slides with velocity $v$ along $x$ relative to plate 1. If the plates are isotropic in their plane, the reflection $x\to-x$ reverses both $v$ and the stress $F$ on plate 2. Hence $F(v)$ is odd, and where it is smooth at $v=0$ it begins as
$$F=-\Gamma v .$$

Suppose the field in the gap is electrostatic, so that the speed of light drops out, and the plates have no internal length. Then $d$ is the only length. The unit of $\Gamma$ is Pa s/m, which is also the unit of $\hbar/d^4$, so
$$\Gamma=\frac{\hbar}{d^4}\,G ,$$
where $G$ is dimensionless and depends on ratios of material frequencies to $k_BT/\hbar$. The power $d^{-4}$ has a simple reading. The number of wavevectors $\mathbf k$ per area gives $d^{-2}$, the momentum $\hbar k_x$ of a quantum gives $d^{-1}$, and its Doppler shift $k_xv$ gives another $d^{-1}$. The theorem supplies $G$ and includes retardation.

## Assumptions and theorem

Fields vary as $e^{i\mathbf k\cdot\mathbf x-i\omega t}$, with $\mathbf k$ parallel to the plates. The plates are half-spaces with local, reciprocal, isotropic response and reflection amplitudes $r_{i,p}$ and $r_{i,s}$ in their rest frames. Each plate is in equilibrium in its own rest frame. At low frequency $\mathrm{Im}\,r_i\propto\omega$. Velocities satisfy $v\ll c$, and $|k_xv|$ is small against both $k_BT/\hbar$ and the frequency widths of the response for the wavevectors that contribute. Let $n(\omega)=1/(e^{\hbar\omega/k_BT}-1)$.

**Theorem.** If both plates have the same temperature $T$, evanescent waves give
$$\Gamma=\hbar\int_0^\infty\!\frac{d\omega}{2\pi}\left(-\frac{\partial n}{\partial\omega}\right)\int\!\frac{d^2k}{(2\pi)^2}\,k_x^2\sum_{p,s}\mathcal T(\omega,k),\tag{1}$$
$$\mathcal T=\frac{4\,\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2},\qquad \kappa^2=k^2-\frac{\omega^2}{c^2}>0 .$$

The same $\mathcal T$ carries heat between the plates at rest. The minus sign makes $\Gamma$ positive, since $n$ falls with $\omega$. The squared momentum is that of the component along the motion. Its angular average is $k^2/2$, so with $d^2k=2\pi k\,dk$
$$\Gamma=\frac{\hbar}{8\pi^2}\int_0^\infty d\omega\left(-\frac{\partial n}{\partial\omega}\right)\int k^3\,dk\sum_{p,s}\mathcal T .\tag{2}$$

## Lemma 1: stress in the electrostatic gap

**Lemma.** For $k\gg\omega/c$, with plate temperatures $T_1,T_2$ and $\omega'=\omega-k_xv$,
$$F=\int_0^\infty\!\frac{d\omega}{2\pi}\int\!\frac{d^2k}{(2\pi)^2}\,\hbar k_x\,[n_1(\omega)-n_2(\omega')]\,\mathcal T,\tag{3}$$
where $r_1$ is taken at $\omega$ and $r_2$ at $\omega'$.

*Proof.* In the frame of plate 2 the position is $x'=x-vt$. The phase $k_xx-\omega t$ becomes $k_xx'-(\omega-k_xv)t$, so plate 2 responds at $\omega'$.

Between the plates the potential is $\phi=Ae^{-kz}+Be^{-k(d-z)}$. A plate of permittivity $\varepsilon$ returns an incident potential multiplied by $-r$, with $r=(\varepsilon-1)/(\varepsilon+1)$. With $u=e^{-kd}$ and source amplitudes $f_i$,
$$A=f_1-r_1uB,\qquad B=f_2-r_2uA .$$
Substituting each equation into the other gives
$$A=\frac{f_1-r_1uf_2}{D},\quad B=\frac{f_2-r_2uf_1}{D},\quad D=1-r_1r_2u^2 .$$

A test charge sheet $\rho$ at the surface of a plate receives from it the potential $-r\rho/(2\varepsilon_0k)$. The coupling energy is $\rho\phi$, so the response of $\phi$ to the force $-\rho$ is $\chi=r/(2\varepsilon_0k)$. The fluctuation-dissipation theorem, for integration over both signs of $\omega$, gives the source spectrum
$$S_i=\frac{\hbar\,\mathrm{Im}\,r_i}{2\varepsilon_0k}\,(2n_i+1),$$
because $\coth(\hbar\omega/2k_BT)=2n+1$. For plate 2 all quantities are taken at $\omega'$.

The fields are $E_x=-ik_x\phi$ and $E_z=k(Ae^{-kz}-Be^{-k(d-z)})$. In $\mathrm{Re}\,E_x^*E_z$ the terms in $|A|^2$ and $|B|^2$ are imaginary and drop out. The cross terms give
$$\mathrm{Re}\,E_x^*E_z=k k_xu\,\mathrm{Re}[i(B^*A-A^*B)]=-2kk_xu\,\mathrm{Im}(B^*A).$$
The sources are independent, so
$$\mathrm{Im}\langle B^*A\rangle=\frac{u\,(\mathrm{Im}\,r_2\,S_1-\mathrm{Im}\,r_1\,S_2)}{|D|^2}.$$
Plate 2 lies above the gap and its outward normal points along $-z$, so $F=-\varepsilon_0\langle E_xE_z\rangle$. Inserting $S_i$, the constants $2n_i+1$ subtract to $2(n_1-n_2)$, and
$$F=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\,\hbar k_x(n_1-n_2)\mathcal T .\tag{4}$$
Under $(\omega,\mathbf k)\to(-\omega,-\mathbf k)$, $\omega'$ also changes sign. Since $n(-\omega)=-1-n(\omega)$, both $n_1-n_2$ and $k_x$ are odd, while $\mathcal T$ is even. Folding the integral onto $\omega>0$ removes the factor $1/2$. $\square$

Where $0<\omega<k_xv$, the frequency $\omega'$ is negative. Continuing $n_2$ to negative argument covers this range, in which the moving plate can emit a quantum while absorbing energy from its own motion.

## Lemma 2: retardation and polarization

Motion mixes $p$ and $s$ waves. Let $A,B$ now be two-component amplitudes, with reflection matrices $R_i$ whose signs include the field convention. Set $e=e^{-\kappa d}$, so that $A=f_1+eR_1B$ and $B=f_2+eR_2A$. Normalize the amplitudes so that the flux of quanta toward plate 2 is $J=2e\,\mathrm{Im}(A^\dagger B)$. For a matrix $M$ write $\mathrm{Im}\,M=(M-M^\dagger)/2i$.

The energy and momentum fluxes are $\hbar\omega J$ and $\hbar k_xJ$. This follows from translation invariance for the canonical fluxes. The Maxwell fluxes differ from these by the divergence of a quantity antisymmetric in its flux indices, whose average over $x,y,t$ vanishes.

A boost along $x$ preserves $dx\,dt$, and so preserves $J$. If it maps incoming and outgoing amplitudes at plate 2 by $L_{\rm in}$ and $L_{\rm out}$, invariance of $J$ requires $L_{\rm in}^\dagger L_{\rm out}=1$. Thus $R_2=L_{\rm out}R_2^{(0)}L_{\rm out}^\dagger$, and the source correlation transforms in the same way. In this normalization a prescribed incident amplitude $g$ loses $2g^\dagger(\mathrm{Im}\,R_i)g$ quanta to the plate. That dissipation fixes the source strength through the fluctuation-dissipation theorem:
$$\langle f_if_i^\dagger\rangle=(2n_i+1)\,\mathrm{Im}\,R_i ,$$
with $n_2$ at the frequency seen by plate 2.

Let $Q=e^2R_2$, $P=-\mathrm{Im}(R_1^{-1})$ and $X=(R_1^{-1}-Q)^{-1}$. With source 1 alone, $A=(1-R_1Q)^{-1}f_1=XR_1^{-1}f_1$ and $J=2A^\dagger(\mathrm{Im}\,Q)A$. Since $R_1^{-1}(\mathrm{Im}\,R_1)R_1^{-1\dagger}=P$, the mean flux is $(n_1+\tfrac12)\mathcal T_{12}$, with
$$\mathcal T_{12}=4\,\mathrm{Tr}[\mathrm{Im}Q\,XPX^\dagger].$$
With source 2 alone, $B=R_1^{-1}Xf_2$ and $J=-2e^2B^\dagger(\mathrm{Im}R_1)B$. The mean is $-(n_2+\tfrac12)\mathcal T_{21}$, with $\mathcal T_{21}=4\,\mathrm{Tr}[\mathrm{Im}Q\,X^\dagger PX]$.

These coefficients are equal. From $\mathrm{Im}X^{-1}=-(P+\mathrm{Im}Q)$ one finds
$$\mathrm{Im}X=X(P+\mathrm{Im}Q)X^\dagger=X^\dagger(P+\mathrm{Im}Q)X .$$
Multiply by $\mathrm{Im}Q$ and take the trace. The terms with two factors $\mathrm{Im}Q$ agree by cyclic order, so the terms with $P$ agree too. The flux is therefore $(n_1-n_2)\mathcal T_{12}$, and (3) holds for evanescent waves with retardation. At rest the matrices are diagonal and $\mathcal T_{12}$ becomes the sum over $p$ and $s$ in (1).

## Proof of the theorem

The relativistic shift is $\omega'=\omega-k_xv$ up to order $v^2$. At equal temperatures
$$n(\omega)-n(\omega-k_xv)=k_xv\,\frac{\partial n}{\partial\omega}+O(v^2).$$
This factor is already of first order. The transmission may therefore be evaluated at $v=0$, and its changes through the Doppler shift and polarization mixing enter $F$ at higher order. Inserting the expansion in (3) gives $F=-\Gamma v$ with (1).

The divergence of $n$ at $\omega=0$ does no harm. There $\mathcal T\propto\omega\omega'$ and
$$n(\omega)-n(\omega')\simeq\frac{k_BT}{\hbar}\,\frac{\omega'-\omega}{\omega\omega'},$$
so the product is finite and linear in $v$. $\square$

## Corollary: friction and heat conductance

For plates at rest the heat flux is the integral of $\hbar\omega(n_1-n_2)\mathcal T$. Because $n$ depends on $\omega/T$, $\partial n/\partial T=-(\omega/T)\,\partial n/\partial\omega$. The conductance $h$ per area thus obeys
$$hT=\hbar\int_0^\infty\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\,\omega^2\left(-\frac{\partial n}{\partial\omega}\right)\sum\mathcal T .$$
Friction has $k_x^2$ in place of $\omega^2$. With averages over the common weight $(-\partial n/\partial\omega)\sum\mathcal T$,
$$\frac{\Gamma}{hT}=\frac{\langle k_x^2\rangle}{\langle\omega^2\rangle}.\tag{5}$$

In the electrostatic regime $\mathcal T$ depends on $k$ through $kd$. Setting $k=y/d$ in (2) gives $\Gamma\propto d^{-4}$, while the heat integral gives $h\propto d^{-2}$, both at fixed temperature and material.

## Further limits

**Low temperature.** Let $T$ be so low that thermally excited resonances, whose contribution falls as $e^{-\hbar\omega/k_BT}$, are negligible even against the weak low-frequency absorption. Write $\mathrm{Im}\,r_i\simeq a_i\omega$ and $r_i(0)=r_{i0}$. Integration by parts gives
$$\int_0^\infty\omega^2(-\partial_\omega n)\,d\omega=2\int_0^\infty\omega n\,d\omega=\frac{\pi^2}{3}\left(\frac{k_BT}{\hbar}\right)^2.$$
In the electrostatic gap (2) becomes
$$\Gamma\simeq\frac{a_1a_2(k_BT)^2}{6\hbar}\int_0^\infty\frac{k^3e^{-2kd}\,dk}{(1-r_{10}r_{20}e^{-2kd})^2}.$$
The linear coefficient vanishes as $T^2$ if the integral converges, as it does for dielectrics with $|r_{i0}|<1$. Having $k_BT$ below the resonance energy is not enough. In the polar-dielectric example below, this law holds only up to about 50 K, and at 300 K the resonance dominates completely.

**Unequal temperatures.** For identical plates in the electrostatic gap, shift $\omega\to\omega+\delta$ in (4), with $\delta=k_xv/2$. The occupations become $n_1(\omega+\delta)-n_2(\omega-\delta)$. Changing the sign of $\delta$ exchanges $r_1$ and $r_2$ in $\mathcal T$, so $\mathcal T$ has no term linear in $\delta$. The static term $n_1-n_2$ is multiplied by $k_x$ and vanishes on integration over direction. The linear term is $\tfrac12k_xv(\partial_\omega n_1+\partial_\omega n_2)$, hence
$$\Gamma(T_1,T_2)=\tfrac12[\Gamma(T_1)+\Gamma(T_2)].\tag{6}$$
Linearizing $n_2$ alone in (3) would miss the first-order change of $\mathcal T$, which now multiplies a nonzero $n_1-n_2$.

**Propagating waves.** Black plates exchange every propagating quantum without reflection, so $\mathcal T=1$ for both polarizations when $k<\omega/c$. Then
$$\Gamma_{\rm far}=\frac{\hbar}{16\pi^2c^4}\int_0^\infty\omega^4(-\partial_\omega n)\,d\omega=\frac{\pi^2(k_BT)^4}{60\hbar^3c^4}=\frac{\sigma T^4}{c^2},$$
where $\sigma$ is the Stefan-Boltzmann constant. Inertia gives the same answer. In the frame of plate 2, its own emission carries no net $x$ momentum, while the absorbed energy flux $\sigma T^4$ comes from a source moving at $-v$ and carries momentum flux $-v\sigma T^4/c^2$.

## A polar-dielectric example

Both plates have the permittivity
$$\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega},$$
with $\varepsilon_\infty=6.7$, $\hbar\omega_T=98$ meV, $\hbar\omega_L=120$ meV and $\hbar\gamma=0.6$ meV. These are rough values typical of silicon carbide, treated as isotropic. The gap is 10 nm and the temperature 300 K.

Equation (1) gives $\Gamma=2.5\times10^{-6}$ Pa s/m, and the conductance is $9.5\times10^3$ W/(m² K). A square micrometre sliding at 1 m/s would feel a drag of 2.5 aN. The $s$-polarized part of $\Gamma$ is $5\times10^{-12}$ Pa s/m, and black plates would add $5\times10^{-15}$ Pa s/m through propagating waves.

The averages in (5) convert the heat conductance into the friction coefficient. The root-mean-square $k_x$ is 0.1673 nm⁻¹ and the root-mean-square photon energy is 116.3 meV, or $1.767\times10^{14}$ s⁻¹. Hence
$$\Gamma=(9473\times300)\left(\frac{1.673\times10^8}{1.767\times10^{14}}\right)^2=2.55\times10^{-6}\ \text{Pa s/m}.$$

About 99.9% of the friction comes from between $\omega_T$ and $\omega_L$, with mean energy 117.3 meV. The surface resonance $\varepsilon=-1$, without damping, lies at 117.4 meV. Since $k_BT=25.85$ meV, the thermal factor there is small, near $e^{-4.5}$. Raising both plates to 400 K at fixed material parameters increases $\Gamma$ to $6.2\times10^{-6}$ Pa s/m.

The friction-weighted mean wavevector is 0.30 nm⁻¹, or $3.0/d$. For weak reflection, the weight $k^3e^{-2kd}$ would give $2/d$. Resonance favours larger $k$: for $r\simeq iR$ with $R\gg1$,
$$\mathcal T\simeq\frac{4R^2e^{-2kd}}{(1+R^2e^{-2kd})^2},$$
which reaches one at $kd=\ln R$. Doubling the gap to 20 nm lowers $\Gamma$ by a factor 16.0, as the electrostatic scaling requires.

The magnitude of the stress computed from the fluctuating sources of Lemma 1 at 20 m/s, divided by the speed, is $2.547\times10^{-6}$ Pa s/m, equal to the linear coefficient at the printed precision. With the plates at 400 K and 300 K it gives $4.384\times10^{-6}$, and (6) gives $(6.221+2.547)/2=4.384$ in units of $10^{-6}$ Pa s/m.

**A microscopic test.** Let each plate have a cosine and a sine surface mode, each ending a chain of 500 unit masses whose two end masses are also tied to fixed points by a chain spring. Take $\hbar=k_BT=k=1$, squared on-site frequencies 1.0 and 1.1, chain springs 0.5 and 0.4, and surface coupling $g=0.25$. Sliding rotates the coupling between the modes, and the force at zero displacement is $g(x_{1c}x_{2s}-x_{1s}x_{2c})$. Its low-frequency dissipative response, computed from the normal modes, gives a friction of 0.0568. The transmission formula, with $g^2a_1a_2$ in place of $r_1r_2e^{-2kd}$, where $a_i$ is the end response of chain $i$, and with a sum over the two wavevectors $k=\pm1$ in place of the wavevector integral, also gives 0.0568. Setting its denominator to one gives 0.0792, so multiple reflection matters here.

## Where the example fails

**Speed.** The ratio of phonon damping to mean $k$ is about 3000 m/s. At 1000 m/s the stress is already 0.94 of the linear law.

**Phonon parameters.** Doubling the damping lowers $\Gamma$ by 14%. For a rough lattice constant $a=0.44$ nm, $(ka)^2\simeq0.017$ at the mean $k$. If dispersion changes $\omega^2$ by this fraction, the energy moves by about 1 meV and the thermal factor by about 4%. This is an estimate with an assumed coefficient of one.

**Free carriers.** Real silicon carbide may be doped, whereas the result above is for carrier-free plates. In each plate let carriers have conductivity $\sigma_c$ and diffusion constant $D_c$, and let $\varepsilon$ be the lattice permittivity. With $\omega_c=\sigma_c/(\varepsilon_0\varepsilon)$, charge conservation gives a density $\rho\propto e^{qz}$ in $z<0$, where $q^2=k^2+(\omega_c-i\omega)/D_c$. The potential is $ae^{kz}+be^{qz}$, and Poisson's equation gives $\rho=-\varepsilon_0\varepsilon(q^2-k^2)be^{qz}$. No current crosses the surface, so
$$\omega_c(ka+qb)-D_cq(q^2-k^2)b=\omega_cka+i\omega qb=0 .$$
The ratio of normal displacement to potential then defines
$$\varepsilon_{\rm eff}=\varepsilon\,\frac{ka+qb}{k(a+b)}=\varepsilon\,\frac{\omega+i\omega_c}{\omega+i\omega_ck/q}.$$

This response depends on $k$ and is no longer local. Lemma 1 uses only the surface amplitude $r$ at given $k$ and $\omega$, so it still applies with $\varepsilon_{\rm eff}$ in place of $\varepsilon$.

For $10^{16}$ carriers per cm³ and mobility 300 cm²/(V s), both chosen as light-doping values, the screening length is 38 nm. It exceeds the gap, so diffusion cannot be dropped. Photon energies below 10 meV then contribute $5.4\times10^{-7}$ Pa s/m, against $7\times10^{-13}$ without carriers. This adds roughly a fifth to the phonon result, with carrier inertia and carrier effects above 10 meV left out. The figure is an estimate, because the carrier mean free path, taken as the scattering time multiplied by $\sqrt{k_BT/m}$, is about 6 to 10 nm for effective masses $m$ of 0.25 to 0.7 electron masses. That is comparable with the gap, where drift-diffusion reaches its limit. A kinetic description with a single relaxation time and specular surfaces raises the carrier contribution by about 10 to 23%, to roughly a quarter of the phonon result. The factor $-\partial n/\partial\omega\simeq k_BT/(\hbar\omega^2)$ gives these slow fluctuations their weight. All these carrier figures assume flat bands, with the bulk density reaching the surface. A real surface is often depleted. An abrupt carrier-free layer from a band bending of 0.1 V is about 100 nm thick at this doping and lowers the carrier contribution to about 0.5% of the phonon result. A bending of 1 V, with a layer of about 330 nm, lowers it to about 0.02%.

A real pair of plates must also stay parallel and smooth on the scale of 10 nm. For carrier-free plates $\Gamma\propto d^{-4}$, so a uniform 10% reduction of the gap raises the friction by a factor $0.9^{-4}\simeq1.5$. The carrier contribution in the doped example varies more slowly with the gap, because the screening length is a second length. The remaining values are in the numerical output.

## Computed results

```
High-frequency permittivity: 6.7
Static permittivity: 10.05
Transverse phonon energy: 98 meV
Longitudinal phonon energy: 120 meV
Phonon damping: 0.6 meV
Surface phonon energy: 117.4 meV
Gap: 10 nm
Temperature: 300 K
Thermal energy kT: 25.85 meV
Friction coefficient, evanescent: 2.547e-06 Pa s/m
  p-polarized part: 2.547e-06 Pa s/m
  s-polarized part: 5.06e-12 Pa s/m
Drag on 1 um^2 at 1 m/s: 2.547 aN
Heat conductance, evanescent: 9473 W/(m^2 K)
Rms kx, heat-channel weight: 0.1673 1/nm
Rms photon energy, same weight: 116.3 meV
Velocity sqrt(h T/friction): 1.056e+06 m/s
Friction-weighted mean k: 0.3006 1/nm
Friction-weighted photon energy: 117.3 meV
Friction share between TO and LO: 0.9989
Friction at 20 nm: 1.592e-07 Pa s/m
Friction ratio 10 nm to 20 nm: 16
Electrostatic friction, formula: 2.547e-06 Pa s/m
Electrostatic friction, sources: 2.547e-06 Pa s/m
Electrostatic friction at 400 K: 6.221e-06 Pa s/m
Plates at 400 K and 300 K, sources: 4.384e-06 Pa s/m
Average of 400 K and 300 K values: 4.384e-06 Pa s/m
Chain model, Kubo friction: 0.05682 (model units)
Chain model, transmission formula: 0.0568 (model units)
Chain model, no multiple reflection: 0.0792 (model units)
Chain model, largest transmission: 0.7235
Black-plate propagating friction: 5.11e-15 Pa s/m
Radiation inertia sigma T^4/c^2: 5.11e-15 Pa s/m
Velocity scale damping/mean k: 3033 m/s
Stress over linear law at 1000 m/s: 0.941
Lattice constant, rough: 0.44 nm
Dispersion scale (mean k * a)^2: 0.01749
Friction ratio, damping doubled: 0.8571
Carrier density, light doping: 1e+16 cm^-3
Carrier mobility: 300 cm^2/(V s)
Carrier screening length: 37.88 nm
Friction below 10 meV, doped: 5.447e-07 Pa s/m
Friction below 10 meV, undoped: 6.775e-13 Pa s/m
Doped low-energy part over phonon total: 0.2139
```
